# Moving a Charged Molecule in a Cavity: Dipole, Displacement and Self-Energy, part 2

A molecule or ion with clamped nuclei couples to one cavity mode, whose vector potential is assumed uniform. Do its energies change when it is moved by $\mathbf R$, or equivalently when the coordinate origin is moved, if the dipole self-energy is given a real weight $s$? Hartree atomic units are used.

The matter Hamiltonian $H_m$ contains the electronic kinetic energy and all Coulomb interactions. For $N$ electrons at $\mathbf r_i$ and nuclei of charge $Z_A$ at $\mathbf R_A$,

$$\boldsymbol\mu=\sum_A Z_A\mathbf R_A-\sum_i\mathbf r_i,\qquad Q=\sum_A Z_A-N.$$

The constant vector $\boldsymbol\lambda$ contains the polarization and coupling strength, and $D=\boldsymbol\lambda\cdot\boldsymbol\mu$. The mode has frequency $\omega$, coordinate $q$ and momentum $p$, with $[q,p]=i$. After an electronic translation, the move leaves $H_m$ unchanged and replaces $D$ by $D+c$, with $c=Q\boldsymbol\lambda\cdot\mathbf R$:

$$H_s[c]=H_m+\frac{p^2}{2}+\frac{\omega^2q^2}{2}-\omega q(D+c)+\frac s2(D+c)^2.$$

The full self-energy has $s=1$; dropping it means $s=0$. The unitary displacement $U=e^{-ipc/\omega}$ replaces $q$ by $q+c/\omega$. Part (f) found

$$U^\dagger H_s[c]U=H_s[0]+(s-1)\left(cD+\frac{c^2}{2}\right).$$

The remainder vanishes for $s=1$. For $s=0$ it contains $-cD$, the energy of the dipole in a fictitious static field $\mathbf F=c\boldsymbol\lambda$.

The example of part (e) is H$_2^+$ with bond length 2 bohr along $\boldsymbol\lambda$, $|\boldsymbol\lambda|=0.1$ and $\omega=0.4$ hartree, moved along the bond by 5 and 10 bohr. It is diagonalized exactly in the cc-pVTZ basis with 40 photon number states. These moves test the model and are not displacements inside a real cavity. For the centred ion, inversion of the electron together with $q\to-q$ is a symmetry and $D$ is odd, so the nondegenerate ground state has $\langle D\rangle=0$.

In the final listing, the photon number is $\langle a^\dagger a\rangle$ with $a=\sqrt{\omega/2}\,q+ip/\sqrt{2\omega}$, and $\alpha=c/\sqrt{2\omega}$. "Squared dipole matrix" means squaring the projected $D$ instead of projecting $D^2$.

### (g) Does the remainder really change the spectrum?

*The displacement $U$ does not remove the remainder for $s\ne1$. Some other unitary transformation might do so. Rule this out for $s<1$ when a ground state exists.*

**Solution.** If any unitary transformation related $H_s[c]$ to $H_s[0]$, their lowest energies would be equal. It is enough to show that they are not.

Let $\Phi$ be the normalized ground state of $H_s[0]$, with energy $E_s(0)$, and let $\langle D\rangle$ be its mean dipole projection. Use $\Phi$ as a trial state for the transformed Hamiltonian of part (f). The variational principle gives

$$E_s(c)\le E_s(0)+(s-1)\left(c\langle D\rangle+\frac{c^2}{2}\right).$$

The factor $s-1$ is negative. For a given nonzero magnitude of $c$, the direction of the move can be chosen so that $c\langle D\rangle\ge0$. The bracket is then positive, and

$$E_s(c)<E_s(0).$$

The ground energy therefore depends on position for every $s<1$, provided that $Q\ne0$ and the system can be moved along $\boldsymbol\lambda$. Keeping a part of the self-energy does not cure the defect. Moreover, once $|c|>2|\langle D\rangle|$, the bracket is positive for either direction, so a sufficiently large move lowers the energy both ways.

Too much self-energy also fails in a finite orbital space. There $D$ is a bounded matrix, with $|\langle D\rangle|\le M$ in any state. For $s>1$ the transformed Hamiltonian then obeys

$$E_s(c)\ge E_s(0)+(s-1)\left(\frac{c^2}{2}-|c|M\right),$$

and the right-hand side exceeds $E_s(0)$ when $|c|>2M$. Within such a space, $s=1$ is therefore the one weight that makes the spectrum of a charged system independent of its position along $\boldsymbol\lambda$.

For small $c$ the change at $s=0$ can be followed in more detail. Let $\Phi_n$ and $E_n$ be the eigenstates and energies of $H_0[0]$, with $\Phi_0$ nondegenerate. Treating $-cD$ as a perturbation and retaining the constant gives, to second order,

$$E_0(c)-E_0(0)\approx-\frac{c^2}{2}-c\langle D\rangle-c^2\sum_{n>0}\frac{|\langle\Phi_n|D|\Phi_0\rangle|^2}{E_n-E_0}.$$

On the left, the subscript is the weight $s=0$; in the denominator, $E_0$ is the ground energy of the same Hamiltonian. The last term is the polarization of the coupled system by the fictitious field.

### (h) What are the exceptions, and is there a ground state?

*Identify the moves that leave the spectrum unchanged even when $s\ne1$. Then decide whether the condition in part (g), that a ground state exists, holds for a molecule in the full electronic space.*

**Solution.** If $c=0$, the remainder vanishes for every $s$. This occurs for a neutral system, and for a move perpendicular to $\boldsymbol\lambda$. Origin independence is then no evidence that the self-energy may be dropped. It shows merely that this particular test cannot detect its absence. Symmetry can supply a further exception. For a system with an inversion centre, let $c$ be measured from the centred position. Inversion of the electrons together with $q\to-q$ turns $D+c$ into $-(D-c)$ and maps $H_s[c]$ onto $H_s[-c]$, so a move between two mirror-image positions also leaves the spectrum unchanged.

A second test concerns the lower end of the spectrum. Take a system with at least one electron. Leave the other electrons in a fixed state near the nuclei, and put one electron in a wave packet of fixed shape at a distance $L$ along $\boldsymbol\lambda$. Let all these states have bounded spatial extent, so that for large $L$ the distant packet does not overlap the rest. Antisymmetrization then leaves the expectation values used below unchanged.

The mean matter energy stays below some constant $K$ as $L$ grows: the kinetic energy is fixed, and the Coulomb energy between the distant packet and the rest tends to zero. The mean dipole projection is

$$D_L=d-\lambda L,\qquad \lambda=|\boldsymbol\lambda|,$$

with $d$ independent of $L$. The variance $\sigma^2$ of $D$ is also independent of $L$, because moving the packet rigidly does not change its width.

Choose for the mode a vacuum state displaced to the mean coordinate $q_0$. Its mean oscillator energy is $\omega/2+\omega^2q_0^2/2$. The mode and the matter are in a product state, so the mean bilinear coupling is $-\omega q_0D_L$. The total energy is at most

$$K+\frac\omega2+\frac{\omega^2q_0^2}{2}-\omega q_0D_L+\frac s2(D_L^2+\sigma^2).$$

The value $q_0=D_L/\omega$ minimizes this expression and gives

$$K+\frac\omega2+\frac{s\sigma^2}{2}-\frac{1-s}{2}(d-\lambda L)^2.$$

For $s<1$ this tends to $-\infty$ as $L\to\infty$. The Hamiltonian has no lower bound and hence no ground state in the full space, whether the molecule is charged or neutral.

With $s=1$ the term that falls with distance is absent. A direct bound follows from the completed square. At each fixed electronic configuration $D$ is a number, and

$$\frac{p^2}{2}+\frac{(\omega q-D)^2}{2}$$

is a harmonic oscillator centred at $q=D/\omega$. Its lowest energy is $\omega/2$ for every $D$. Therefore

$$H_1\ge H_m+\frac\omega2,$$

and the coupled Hamiltonian is bounded below because $H_m$ is.

This fixes the meaning of part (g). For a real molecule without the full self-energy, a ground energy can be assigned in a finite orbital space, where $D$ is bounded. It can also exist if the electrons are held by a potential that rises fast enough to overcome $-(1-s)D^2/2$; that potential must be moved with the system. In these settings the ground energy depends on the origin if $Q\ne0$. In the full molecular space the failure is more basic: there is no lowest level to compare.

### (i) How large is the effect for H$_2^+$?

*Use the ion of part (e), with $\lambda=0.1$, $\omega=0.4$ hartree and the same bases. Drop the self-energy and compare the three positions. Check the exception with a neutral hydrogen atom.*

**Solution.** At the origin, the ground energy without self-energy is $-0.4050$ hartree. The ion is then moved along $\boldsymbol\lambda$.

For a move of 5 bohr, $c=0.5$ and the fictitious field is $\lambda c=0.05$ atomic units. The ground energy becomes $-0.5366$ hartree. The change can be divided as

$$-0.1317=-\frac{0.5^2}{2}-0.0067\ \text{hartree}.$$

For a move of 10 bohr, $c=1.0$ and the field is 0.1 atomic units. The ground energy is now $-0.9312$ hartree, and

$$-0.5262=-\frac{1.0^2}{2}-0.0262\ \text{hartree}.$$

This last change is $-14.3$ eV, although the ion has merely been placed elsewhere in a mode that is uniform by assumption.

The centred ion has $\langle D\rangle=0$ by the parity argument of part (e), which does not depend on $s$. The term linear in $c$ is therefore absent, and the remainders should follow the quadratic polarization term of part (g) while the field is weak. Dividing them by $c^2$ gives

$$\frac{-0.00665}{0.25}=-0.0266,\qquad \frac{-0.02625}{1.0}=-0.0262.$$

The two values are close, so the remainder scales nearly as $c^2$ over this range, as the second-order term does; the sum over states of part (g) gives the coefficient $-0.0267$ in this basis. The small departures from it come from higher orders and depend on the basis: in aug-cc-pVQZ the two ratios are $-0.02665$ and $-0.02672$.

The excitation energies move as well:

| Move | First excitation | Second excitation |
|---|---|---|
| 0 bohr | 0.3649 hartree | 0.4665 hartree |
| 5 bohr | 0.3667 hartree | 0.4690 hartree |
| 10 bohr | 0.3707 hartree | 0.4745 hartree |

The common energy $-c^2/2$ cannot produce these changes, since it cancels from every excitation energy. They come from the fictitious field term $-cD$. Subtracting a position-dependent constant from the total energy would therefore not repair the calculation. The size and the sign of these shifts belong to the basis. In aug-cc-pVQZ the two excitations fall from 0.3646 and 0.4653 hartree at the origin to 0.2874 and 0.3744 hartree at 10 bohr, while the ground energies move by less than 0.001 hartree and the 14.3 eV change remains. In a compact basis such as cc-pVTZ the excitation energies alone can therefore conceal much of the fault; with diffuse functions they do not.

The program tests the full remainder formula in a demanding way. It recomputes the integrals for the moved ion and compares the resulting levels with those of the centred ion in the predicted field, including the constant. The three lowest levels agree within $10^{-8}$ hartree plus $10^{-5}$ of the size of each level for both $s=0$ and $s=1/2$.

For the neutral hydrogen atom with $s=0$, the ground energy is $-0.3011$ hartree at both 0 and 10 bohr (the value itself depends on the basis and is $-0.3024$ hartree in aug-cc-pVQZ). This is the expected exception $Q=0$.

### (j) Can the missing lower bound be seen in a finite basis?

*Add orbitals far from H$_2^+$ and compare the ground energies with and without self-energy.*

**Solution.** A finite calculation can follow the fall of part (h) as far as its orbitals reach. Here the ion is centred at the origin and described in the smaller cc-pVDZ basis. A further set of hydrogen orbitals, without a nucleus, is placed on the bond axis at distance $L$. The photon space has 80 number states, because the distant electron displaces the mode strongly.

Without self-energy, the ground energy is $-1.233$ hartree for $L=20$ bohr and $-3.710$ hartree for $L=30$ bohr. The fall is

$$-1.233-(-3.710)=2.477\ \text{hartree}$$

from these rounded values. In this geometry the nuclear part of the dipole vanishes. With the electron centred on the distant orbitals, $D_L=-\lambda L$, and the quadratic term of part (h) predicts

$$\frac{\lambda^2}{2}(30^2-20^2)=\frac{0.01\times500}{2}=2.5\ \text{hartree}.$$

The Coulomb attraction to the two protons works against the fall, and by somewhat more than the difference of 0.023 hartree. For a distant electron it is approximately $-2/L$, which is weaker at 30 bohr by

$$\frac{2}{20}-\frac{2}{30}=0.033\ \text{hartree}.$$

This reduces the predicted fall to about 2.467 hartree. The computed fall is larger by 0.01 hartree. One effect omitted from the estimate has this sign: the energy $-D^2/2$ exerts a force $\lambda^2L$ on the distant electron, 0.2 atomic units at 20 bohr and 0.3 at 30 bohr, and the resulting distortion lowers the energy more at the larger distance. Keeping only the $s$ functions of the distant set, which cannot distort along the axis, gives a fall of 2.4665 hartree; adding its $p$ functions restores 2.476 hartree. The distortion grows with the flexibility of the basis: the fall is 2.52 hartree in cc-pVTZ and 2.62 hartree in aug-cc-pVDZ.

With the self-energy kept, the ground energy is $-0.3971$ hartree for both distances. The distant orbitals offer no comparable gain, and the program confirms that the energy respects the lower bound $H_m+\omega/2$. The levels obtained without self-energy are thus tied to two arbitrary choices, the coordinate origin of the charged ion and the reach of the orbital basis. Restoring $D^2/2$ removes the first dependence through the photon displacement and prevents the unbounded fall behind the second.

## Calculated quantities

```
H2+ / cc-pVTZ, exact one-electron diagonalization
bond length = 2.0 bohr; net charge Q = 1 e
coupling lambda = 0.10 a.u.; frequency w = 0.40 hartree
orbitals = 28; photon number states = 40
bare ion ground energy = -0.602244 hartree
bare ion first excitation = 0.435102 hartree
R = 0 bohr: c = 0.00 a.u.; fictitious field = 0.000 a.u.
  kept: ground energy = -0.399316 hartree
  kept: excitations = 0.368323, 0.473221 hartree
  dropped: ground energy = -0.404950 hartree
  dropped: excitations = 0.364891, 0.466510 hartree
  dropped: change from R=0 = 0.000000 hartree
  -c^2/2 = -0.000000; remainder = 0.000000 hartree
  kept: photon number = 0.003187; c^2/(2w) = 0.000000
  kept: variance of (w q - D) = 0.204466 hartree
R = 5 bohr: c = 0.50 a.u.; fictitious field = 0.050 a.u.
  kept: ground energy = -0.399316 hartree
  kept: excitations = 0.368323, 0.473221 hartree
  dropped: ground energy = -0.536603 hartree
  dropped: excitations = 0.366690, 0.468982 hartree
  dropped: change from R=0 = -0.131653 hartree
  -c^2/2 = -0.125000; remainder = -0.006653 hartree
  kept: photon number = 0.315687; c^2/(2w) = 0.312500
  kept: variance of (w q - D) = 0.204466 hartree
R = 10 bohr: c = 1.00 a.u.; fictitious field = 0.100 a.u.
  kept: ground energy = -0.399316 hartree
  kept: excitations = 0.368323, 0.473221 hartree
  dropped: ground energy = -0.931198 hartree
  dropped: excitations = 0.370728, 0.474471 hartree
  dropped: change from R=0 = -0.526248 hartree
  -c^2/2 = -0.500000; remainder = -0.026248 hartree
  kept: photon number = 1.253187; c^2/(2w) = 1.250000
  kept: variance of (w q - D) = 0.204466 hartree
kept: largest level change below 1e-8 hartree: True
dropped: change at R=10 bohr = -14.320 eV
displacement alpha at R=10 bohr = 1.118034
kept, squared dipole matrix: ground energy = -0.399321 hartree
kept, ground-energy error from photon truncation (hartree):
  2 states: R=0: 2.90e-05; R=10 bohr: 2.04e-01
  4 states: R=0: 2.56e-09; R=10 bohr: 3.28e-02
  8 states: R=0: 5.55e-16; R=10 bohr: 1.47e-04
  16 states: R=0: 6.66e-16; R=10 bohr: 1.14e-11
neutral H, dropped: ground energy at R=0, 10 bohr = -0.301070, -0.301070 hartree
cc-pVDZ + orbitals at 20 bohr, 80 photon states:
  ground energy dropped = -1.233303, kept = -0.397141 hartree
cc-pVDZ + orbitals at 30 bohr, 80 photon states:
  ground energy dropped = -3.709542, kept = -0.397141 hartree
lambda^2 (30^2 - 20^2)/2 = 2.500 hartree
```
